# Activated Hall mobility and grain carrier density in Volger's polycrystal model

A transport calculation for a polycrystalline film needs a carrier density and a scattering time, and Hall data seem to supply both. The decision is whether to use them that way. If thin resistive grain boundaries control the resistance, the Hall coefficient can still supply the density inside the grains, but the Hall mobility must not be converted into a scattering time there. In the example below the grains have mobility 100 cm²/Vs, while the Hall mobility at 300 K is 0.67 cm²/Vs. The density read from the Hall coefficient is low by 6 %. Both results follow from one model, which also shows when the density reading fails.

## The model and its local law

Volger's model has cubic grains, repeated with period \(L\) and separated on every face by layers of thickness \(d\), with \(\delta=d/L\ll1\). Subscript 1 denotes the grain and 2 the layer. Each material has carrier density \(n_i\) and mobility \(\mu_i=e\tau_i/m\). The carriers are taken as positive; electrons reverse the sign of the Hall coefficient.

In Gaussian units, steady drift obeys \(m\mathbf v/\tau=e(\mathbf E+\mathbf v\times\mathbf B/c)\). Putting \(\mathbf J=ne\mathbf v\) and solving for \(\mathbf E\) gives

\[
\mathbf E=\rho\mathbf J+R\,\mathbf B\times\mathbf J,\qquad
\rho=\frac1{ne\mu},\qquad R=\frac1{nec}.
\]

Thus \(cR/\rho=\mu\) in a uniform material. For a polycrystal, the same ratio of effective quantities defines the Hall mobility, \(\mu_H=cR/\rho\). Symbols without a subscript now denote the polycrystal.

With \(\mathbf B\) along \(z\), the in-plane equations are \(E_x=\rho J_x-RBJ_y\) and \(E_y=\rho J_y+RBJ_x\). To first order in \(B\), their inverse is

\[
J_x=\frac{E_x}{\rho}+sE_y,\qquad
J_y=\frac{E_y}{\rho}-sE_x,\qquad s=\frac{RB}{\rho^2}.
\]

The layers are assumed much more resistive than the grains, \(\rho_2\gg\rho_1\), with \(\mu_2\) not much above \(\mu_1\).

## Why the resistances add

Apply a unit mean electric field along \(x\), first without \(\mathbf B\). Let the field in the grain be uniform and equal to \(g\). A layer normal to \(x\) carries the same current density as the grain, so its field is \(g\rho_2/\rho_1\). The mean field along a line through grain and layer is

\[
(1-\delta)g+\delta g\frac{\rho_2}{\rho_1}=1.
\]

Replacing \(1-\delta\) by 1 at leading order gives

\[
g=\frac{\rho_1}{\rho_1+\delta\rho_2},\qquad
\rho=\frac{1}{g/\rho_1}=\rho_1+\delta\rho_2 .
\]

Side layers, parallel to the current, have no voltage across them. Their mean field along \(x\) is also 1, so they carry a mean current density \(1/\rho_2\) over an area fraction \(2\delta\). Relative to the grain current \(1/\rho\), this is \(2\delta\rho/\rho_2=2\delta(\delta+\rho_1/\rho_2)\), which is negligible here. The uniform grain field fails only near edges where layers cross, over distances of order \(d\).

## How the Hall effect is averaged

Let \(\mathbf E^{(x)}\) and \(\mathbf E^{(y)}\) be the local fields at \(B=0\) for unit mean fields along \(x\) and \(y\). Two facts about periodic fields suffice.

First, if \(\mathbf F\) is curl-free and \(\mathbf G\) is divergence-free, then \(\langle\mathbf F\cdot\mathbf G\rangle=\langle\mathbf F\rangle\cdot\langle\mathbf G\rangle\), where the brackets average over a cell. To see this, write \(\mathbf F=\langle\mathbf F\rangle-\nabla u\) with periodic \(u\). Then \(\nabla u\cdot\mathbf G=\nabla\cdot(u\mathbf G)\), whose cell average vanishes.

Now switch on \(\mathbf B\), and let \(\mathbf E'\), \(\mathbf J'\) be the fields for unit mean field along \(y\). The first fact gives \(\langle\mathbf E^{(x)}\cdot\mathbf J'\rangle=\langle J'_x\rangle\). Inserting the local law for \(\mathbf J'\) gives

\[
\langle J'_x\rangle=
\left\langle\frac{\mathbf E^{(x)}}{\rho(\mathbf r)}\cdot\mathbf E'\right\rangle
+\left\langle s(\mathbf r)\,(\mathbf E^{(x)}\times\mathbf E')_z\right\rangle .
\]

In the first average, \(\mathbf E^{(x)}/\rho(\mathbf r)\) is the zero-field current. It is divergence-free and its mean lies along \(x\), by cubic symmetry. The mean of \(\mathbf E'\) lies along \(y\), so this average is zero. In the second average \(s\) is already first order in \(B\), so \(\mathbf E'\) may be replaced by \(\mathbf E^{(y)}\). The effective Hall conductivity is therefore

\[
s_{\rm eff}=\left\langle s(\mathbf r)\,w(\mathbf r)\right\rangle,\qquad
w=(\mathbf E^{(x)}\times\mathbf E^{(y)})_z .
\]

Second, the weights \(w\) average to one. Write \(w=\mathbf E^{(x)}\cdot\mathbf G\) with \(\mathbf G=(E^{(y)}_y,-E^{(y)}_x,0)\). The divergence of \(\mathbf G\) is the \(z\) component of the curl of \(\mathbf E^{(y)}\), which is zero. The first fact then gives \(\langle w\rangle=\langle E^{(y)}_y\rangle=1\).

The thin-layer fields now determine where the weight lies:

- The grains fill nearly the whole volume and contribute \(g\cdot g=g^2\).
- A layer normal to \(x\) has volume fraction \(\delta\), normal field \(g\rho_2/\rho_1=(1-g)/\delta\) and tangential field \(g\). It contributes \(g(1-g)\). With the layer normal to \(y\), the faces give \(2g(1-g)\).
- The edges where these two layers cross receive the remainder, \(1-g^2-2g(1-g)=(1-g)^2\). The detailed edge field is not needed.

Layers normal to \(z\) add only a term of relative size \(\delta(n_2/n_1)(\mu_2/\mu_1)^2\), which is dropped.

Since \(R=\rho^2s_{\rm eff}/B\), and since \(\rho g=\rho_1\) and \(\rho(1-g)=\delta\rho_2\),

\[
R=\frac{R_1}{\rho_1^2}\rho_1^2+
\frac{R_2}{\rho_2^2}\left(2\rho_1\delta\rho_2+\delta^2\rho_2^2\right)
=R_1+2\delta\frac{\rho_1}{\rho_2}R_2+\delta^2R_2 .
\]

Using \(R_2/R_1=n_1/n_2\) and \(\rho_1/\rho_2=n_2\mu_2/(n_1\mu_1)\),

\[
\frac{R}{R_1}=1+2\delta\frac{\mu_2}{\mu_1}+\delta^2\frac{n_1}{n_2}.
\]

The resistivity contains \(\delta n_1/n_2\). The Hall coefficient contains the same large density ratio multiplied by another factor \(\delta\). That extra factor is why one quantity can be dominated by boundaries while the other is not.

## The same result in terms of voltages

Send a mean current \(J\) along \(x\) and allow no mean current along \(y\). The grains develop the Hall field \(R_1BJ\), and these voltages add from grain to grain.

A layer normal to \(x\) would by itself develop the much larger field \(R_2BJ\) along \(y\). The adjoining grains short-circuit it. Their tangential field is small on this scale, so a current density of about \(-R_2BJ/\rho_2\) flows along the layer. Its contribution to the mean current is \(-\delta R_2BJ/\rho_2\), and an equal and opposite current must return through the grains and across the layers normal to \(y\). The return path has resistivity \(\rho_1+\delta\rho_2\), so it adds the field

\[
(\rho_1+\delta\rho_2)\frac{\delta R_2BJ}{\rho_2}
=\left(\delta\frac{\rho_1}{\rho_2}R_2+\delta^2R_2\right)BJ .
\]

The layers normal to \(y\) carry a tangential current \(J\rho_1/\rho_2\). Their own Hall voltage adds the second \(\delta(\rho_1/\rho_2)R_2BJ\). The three contributions reproduce the formula. The boundary Hall effect is thus mostly short-circuited, and what survives at low temperature is the voltage of the return current across the boundaries.

## Where activation appears, and where it ends

Let a barrier of height \(\Phi\) deplete the layer, with nondegenerate carriers: \(n_2=n_1e^{-\Phi/kT}\). Define

\[
X=\delta\frac{\mu_1}{\mu_2}e^{\Phi/kT},\qquad
Y=\delta^2e^{\Phi/kT},\qquad
A=1+2\delta\frac{\mu_2}{\mu_1}.
\]

Then \(\rho/\rho_1=1+X\), \(R/R_1=A+Y\), and

\[
\mu_H=\mu_1\frac{A+Y}{1+X}.
\]

There are three regimes:

1. If \(X\ll1\), boundaries hardly matter and \(\mu_H\approx\mu_1\), provided that \(\rho_2\gg\rho_1\) still holds.
2. If \(X\gg1\) but \(Y\ll1\), then \(R\approx R_1\) and \(\mu_H\approx(\mu_2/\delta)e^{-\Phi/kT}\). The density is nearly right and the Hall mobility is activated.
3. If \(Y\gg1\), both \(R\) and \(\rho\) follow the boundaries. Their exponentials cancel, and \(\mu_H\) levels off at \(\delta\mu_2\).

The useful window is therefore

\[
\frac{\mu_2}{\mu_1\delta}\ll e^{\Phi/kT}\ll\frac1{\delta^2}.
\]

For temperature-independent \(n_1\), \(\mu_1\), \(\mu_2\) and \(\delta\), both \(X\) and \(Y\) have logarithmic derivative \(\Phi\) with respect to \(1/kT\). The local activation energy is

\[
E_a=-\frac{d\ln\mu_H}{d(1/kT)}
=\Phi\left(\frac{X}{1+X}-\frac{Y}{A+Y}\right).
\]

It lies below \(\Phi\), because grain resistance reduces the first term and the boundary Hall voltage subtracts the second. This energy describes passage across boundaries; scattering in the grains has no activation in this model.

## How large the effects are

Take \(L=1000\) nm, \(d=2\) nm, \(\Phi=0.25\) eV, \(n_1=10^{18}\) cm⁻³, \(\mu_1=100\) cm²/Vs and \(\mu_2=20\) cm²/Vs, so \(\delta=0.002\). These are round model parameters.

In practical units \(R_1=1/(n_1e)=6.24\) cm³/C, or \(6.94\times10^{-20}\) s cm²/statC in Gaussian units. The grain resistivity is \(\rho_1=0.0624\) Ω cm.

At 300 K, \(kT=0.02585\) eV and \(e^{\Phi/kT}=1.584\times10^4\). Hence

\[
X=0.002\times5\times15842=158.4,\qquad
Y=(0.002)^2\times15842=0.0634.
\]

The face term in \(R/R_1\) is \(2\times0.002\times0.2=0.0008\). Thus \(\rho/\rho_1=159.4\), \(R/R_1=1.064\), and \(\mu_H=100\times1.064/159.4=0.67\) cm²/Vs. The polycrystal has \(\rho=9.95\) Ω cm and \(R=6.64\) cm³/C. The formulas give at other temperatures:

| \(T\) (K) | \(\rho/\rho_1\) | \(R/R_1\) | \(\mu_H\) (cm²/Vs) | \(1/(eR)\) (cm⁻³) |
|---:|---:|---:|---:|---:|
| 400 | 15.1 | 1.006 | 6.66 | \(9.94\times10^{17}\) |
| 350 | 40.8 | 1.017 | 2.49 | \(9.84\times10^{17}\) |
| 300 | 159 | 1.064 | 0.668 | \(9.40\times10^{17}\) |
| 250 | 1097 | 1.44 | 0.131 | \(6.95\times10^{17}\) |
| 220 | 5335 | 3.13 | 0.059 | \(3.19\times10^{17}\) |

The grain density is constant throughout. The fall in the last column could be mistaken for carriers freezing onto dopants, but here it comes from the boundary Hall voltage. The nominal ends of the window, \(X=1\) and \(Y=1\), lie at 630 K and 233 K. The low-temperature limit of \(\mu_H\) is \(0.002\times20=0.04\) cm²/Vs. At 300 K, \(E_a=0.234\) eV.

A three-dimensional finite-element solution of the periodic cell, with the full conductivity tensor at 1 T, gives \(\rho/\rho_1=159.5\) and \(R/R_1=1.066\) at 300 K. Refining the mesh from 12 to 16 elements along each cell edge changes them by 0.02 % and 0.003 %. In the refined solution the grains supply 0.7 % of the longitudinal voltage but 93.8 % of the Hall voltage.

The small excess in \(R\) is of the size expected from finite wall thickness. For insulating walls, a grain of edge \(L-d\) carries current density \(J[L/(L-d)]^2\), and its Hall field acts over a fraction \((L-d)/L\) of the path. The product gives \(R/R_1=L/(L-d)\), which is 1.002 here. In columnar grains without walls normal to \(\mathbf B\), the current density rises by only one factor \(L/(L-d)\), and this correction cancels.

## Beside a real film

The parameters are in the rough regime of doped polycrystalline silicon with large grains; many deposited films have much smaller ones. The barrier is towards the high side for this doping. With relative permittivity 11.7, it implies a total depletion width of 36 nm and a trapped charge of \(3.6\times10^{12}\) electronic charges per cm². These values use the abrupt-depletion approximation, in which the barrier at fixed doping varies as the square of that charge. The full Poisson equation gives \(3.4\times10^{12}\) charges per cm² for the same barrier, and halving that charge lowers \(\Phi\) about threefold, to 0.08 eV. The 2 nm layer represents the top of the barrier: integrating the parabolic barrier's resistance gives an equivalent width of 1.98 nm at 300 K (2.1 nm with the full Poisson profile). This match is for the resistance. The edge term in \(R\) is less certain, because it depends on the carrier density in and around the lines where barriers cross. Solving the Poisson equation for columnar grains, with mobility \(\mu_2\) throughout the depleted region, shows the range. If the barrier height is fixed at \(\Phi\) along the whole boundary, \(R/R_1\) is about 1.19 at 300 K and 3.7 at 220 K. If instead the boundary charge is fixed at the value that gives \(\Phi\) on the faces at 300 K, the barrier rises to about 0.8 eV at the crossings, the edge term all but vanishes, and \(R/R_1\) is about 1.02 at both temperatures. This second case is a limit: in silicon such a barrier would put the Fermi level well below midgap, where boundary traps would tend to empty. The 6 % correction and the low-temperature densities in the table therefore belong to the uniform-layer model and are not predictions for a film. Flow over the top also need not be purely diffusive. With a rough transport mass of \(0.3m\), a WKB estimate that adds tunnelling to over-barrier flow multiplies the over-barrier current by 2.7 at 300 K and 4.5 at 220 K. The exact transmission through the same barrier gives 2.55 and 4.3. Masses from \(0.19m\) to \(0.98m\) spread the factor from 3.2 to 1.7 at 300 K and from 6.1 to 2.3 at 220 K. The factor refers to collisionless flow. It would raise \(\mu_H\) at 300 K by a similar amount only if that flow limited the current. The mean free path implied by \(\mu_2\), 0.67 nm, is shorter than the barrier top is wide, so the factor shows only that tunnelling may matter. At 220 K the boundaries may also contribute much of \(R\), depending on the barrier at the crossings; the change in \(\mu_H\) then does not follow from the current factor alone.

Other omissions have different consequences:

- **Barrier resistance.** The thermionic resistance, \(kT\) divided by the product of \(e^2n_2\) and a quarter of the mean thermal speed, is 0.53 of the diffusive layer resistance. Simply adding it in series would raise the barrier resistance by about half, but that overstates the effect. A classical Monte Carlo simulation of carriers crossing the parabolic barrier, with a constant scattering time, gives a rise of about 16 % if every collision thermalises the carrier. The rise is about 30 % if three collisions in ten do so and the rest are elastic, and about 45 % if one in ten does. This partly opposes tunnelling, and the two factors should not simply be multiplied.
- **Activation energy.** The equivalent width grows with temperature, which lowers the activation energy of the boundary resistance by 0.028 eV. If \(\mu_2\) varied as \(T^{-3/2}\), that energy would fall by a further \(1.5kT=0.039\) eV at 300 K. An Arrhenius slope is therefore not a precise barrier height.
- **Density.** Energy-dependent scattering changes the grain law to \(R_1=r/(n_1ec)\). Averaging over a Maxwell distribution gives \(r=1.18\) for \(\tau\propto E^{-1/2}\) (acoustic phonons) and \(1.93\) for \(\tau\propto E^{3/2}\) (ionized impurities). Ellipsoidal valleys with a rough mass ratio of 5 contribute a factor 0.87. At 300 K this uncertainty can exceed the 6 % boundary correction. Fermi statistics change \(n_1/n_2\) by only about 1 %. The grain density itself need not be constant. A single donor level 45 meV deep that gives \(10^{18}\) cm⁻³ at 300 K gives \(0.74\times10^{18}\) at 220 K and \(1.17\times10^{18}\) at 400 K. This rough estimate ignores the lowering of the level at such doping, but real freeze-out can add to the fall shown in the table.
- **Unequal barriers.** A Gaussian spread with standard deviation 0.02 eV raises the arithmetic mean boundary resistance by a factor 1.35. Current can avoid the highest barriers, so this is not a prediction for the film. The accompanying change in \(R\) has not been calculated.

If tunnelling carries much of the current, a local \(R_2\) is itself doubtful, and \(Y\) is then not a reliable estimate of the edge term.

## What to do with the data

Use \(R\) for the grain density only after estimating the boundary contribution. Since \(Y=\delta(\mu_2/\mu_1)X\) and \(A+Y=(\mu_H/\mu_1)(1+X)\), division gives

\[
\frac{Y}{A+Y}=\frac{\delta\mu_2}{\mu_H}\frac{X}{1+X}
<\frac{\delta\mu_2}{\mu_H}.
\]

The left side is the fraction of \(R\) due to the edge term. Within this model, a measured \(\mu_H\) far above an estimated \(\delta\mu_2\) therefore supports the density reading. At 300 K the bound is \(0.04/0.668=0.06\); at 250 K it is \(0.04/0.131\approx0.3\), and the reading needs correction. Grain size matters strongly: with \(d\), \(\Phi\) and \(T\) fixed, \(Y\) grows as \(1/L^2\).

Do not obtain a grain scattering time from \(\mu_H\) when \(X\) is large. Use the grain resistivity instead. Impedance measurements can supply it if the boundary capacitance bypasses the barriers. For layers of permittivity \(\varepsilon\) and time dependence \(e^{i\omega t}\), the layer admittivity is \(1/\rho_2+i\omega\varepsilon/4\pi\), so

\[
\rho(\omega)=\rho_1+\frac{\delta\rho_2}{1+i\omega\varepsilon\rho_2/4\pi}.
\]

At high frequency the second term has magnitude \(4\pi\delta/(\omega\varepsilon)\). It is negligible when \(\omega\gg4\pi\delta/(\varepsilon\rho_1)\). Displacement current inside grains of similar permittivity is negligible when \(\omega\ll4\pi/(\varepsilon\rho_1)\). If these limits are far apart, \(\rho(\omega)\approx\rho_1\) well between them, and \(cR/\rho_1\) estimates \(\mu_1\), apart from the Hall factor discussed above, if \(R\) was measured inside the window. For a depletion barrier, \(\delta\) in the capacitive limit must use the full depletion width, 36 nm here, which narrows the frequency range. With these parameters and relative permittivity 11.7, the two limits lie at \(\omega/2\pi\) of about 0.09 and 2.5 THz. That is too close for the complex \(\rho(\omega)\) to settle at \(\rho_1\): even with carrier inertia included for a mass of \(0.3m\), it stays more than 30 % away, mostly through its imaginary part. The real part is more useful. With the barrier as a lumped resistance and capacitance, it comes within about 10 % of \(\rho_1\) at 22 GHz and 2 % at 50 GHz. A small-signal drift-diffusion solution of the depletion barrier gives 6 to 8 % at 22 GHz, within 2 % at 50 GHz, and 2 to 4 % below \(\rho_1\) at 200 GHz. Impedance data confined to megahertz frequencies would not reach \(\rho_1\) in this example.

Finally, keep the voltage per boundary well below \(kT/e\), so that the barrier response is linear. For this grain period at 300 K, the corresponding field scale is 259 V/cm. In a device calculation, assign the corrected density to the grains and the activated resistance to the boundaries. A single uniform material with mobility \(\mu_H\) can reproduce the dc resistance at that temperature, but it puts the voltage drop in the wrong place.
